# Gaussian smearing of a donor potential in silicon: verification in Python

```python
"""
Result under test: a donor potential C/r in silicon, convolved with a normalised
3D Gaussian of standard deviation sigma along each axis, becomes
    phi(r) = C erf(r/(sqrt(2) sigma))/r,   phi(0) = C sqrt(2/pi)/sigma,
with C = e/(4 pi eps0 eps_r). The electron energy is -e phi, zero at infinity.
Units inside the program: nm, V, eV. Neglected effects are sized afterwards.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfc

# Inputs: rough typical values for a silicon transistor channel
eps_si, eps_ox = 11.7, 3.9
sigma = 1.0                  # nm
temperature = 300.0          # K
depth_d, oxide_t = 5.0, 1.0  # nm
n_cm3 = 1e18                 # on-state electron density
m_long, m_trans = 0.916, 0.19
gap = 1.12                   # eV
lattice = 0.543              # nm

e = const.e
C = e / (4 * np.pi * const.epsilon_0 * eps_si) * 1e9       # V nm
Vt = const.k * temperature / e                             # V
kin = const.hbar**2 / (2 * const.m_e) / e * 1e18           # eV nm^2
root2pi = np.sqrt(2 / np.pi)


def gaussian(r):
    return (2 * np.pi * sigma**2)**-1.5 * np.exp(-r**2 / (2 * sigma**2))


def phi(r):
    return C * erf(r / (np.sqrt(2) * sigma)) / r


def enclosed(r):
    return (erf(r / (np.sqrt(2) * sigma))
            - root2pi * r / sigma * np.exp(-r**2 / (2 * sigma**2)))


def legendre(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def convolved(r):
    """Direct convolution, spherical coordinates about the Coulomb singularity."""
    s, ws = legendre(0, r + 12 * sigma, 400)
    mu, wm = legendre(-1, 1, 400)
    dist2 = r**2 + s[:, None]**2 - 2 * r * s[:, None] * mu
    g = gaussian(np.sqrt(np.maximum(dist2, 0)))
    return C * 2 * np.pi * np.sum(ws * s * (g @ wm))


phi0 = C * root2pi / sigma

# Convolution, shell integrals and Poisson equation
assert abs(convolved(0.0) / phi0 - 1) < 1e-9
for r in (0.3, 1.0, 2.0, 3.0, 6.0):
    assert abs(convolved(r) / phi(r) - 1) < 1e-9
    inner = quad(lambda s: 4 * np.pi * s**2 * gaussian(s), 0, r)[0]
    outer = quad(lambda s: 4 * np.pi * s * gaussian(s), r, r + 12)[0]
    assert abs(inner - enclosed(r)) < 1e-8
    assert abs(outer - root2pi / sigma * np.exp(-r**2 / (2 * sigma**2))) < 1e-8
    h = 1e-3
    second = ((r + h) * phi(r + h) - 2 * r * phi(r) + (r - h) * phi(r - h)) / h**2
    assert abs(-second / (4 * np.pi * C * r) - gaussian(r)) < 1e-6 * gaussian(0)
    slope = -(convolved(r + h) - convolved(r - h)) / (2 * h)
    assert abs(slope - C * enclosed(r) / r**2) < 1e-6

# Central curvature: leading drop is phi0 r^2/(6 sigma^2)
small = 0.05 * sigma
drop = (convolved(0.0) - convolved(small)) / phi0
assert abs(drop / (small**2 / (6 * sigma**2)) - 1) < 1e-3

# Peak field: stationary condition against direct maximisation
y_peak = brentq(lambda y: erf(y) - 2 / np.sqrt(np.pi) * (y + y**3) * np.exp(-y**2),
                0.5, 2)
r_peak = np.sqrt(2) * sigma * y_peak
field_peak = C * enclosed(r_peak) / r_peak**2
best = minimize_scalar(lambda r: -C * enclosed(r) / r**2, bounds=(0.3, 4),
                       method="bounded", options={"xatol": 1e-9})
assert abs(best.x - r_peak) < 1e-5


# Ground state in one valley, Gaussian trial functions exp(-a rho^2 - b z^2)
def binding(mt, ml, smeared, count=10):
    ex = np.geomspace(0.004, 12, count)
    a, b = [v.ravel() for v in np.meshgrid(ex, ex, indexing="ij")]
    p, q = a[:, None] + a, b[:, None] + b
    S = np.pi**1.5 / (p * np.sqrt(q))
    T = kin * S * (4 * np.outer(a, a) / p / mt + 2 * np.outer(b, b) / q / ml)
    top = np.arctan(1 / (np.sqrt(2) * sigma)) if smeared else np.pi / 2
    V = np.zeros_like(S)
    for theta, w in zip(*legendre(0, top, 300)):
        u2 = np.tan(theta)**2
        V -= (C * 2 / np.sqrt(np.pi) * w * (1 + u2) * np.pi**1.5
              / ((p + u2) * np.sqrt(q + u2)))
    norm = 1 / np.sqrt(np.diag(S))
    scale = np.outer(norm, norm)
    val, vec = eigh(S * scale)
    keep = val > 1e-10
    X = vec[:, keep] / np.sqrt(val[keep])
    return -eigh(X.T @ ((T + V) * scale) @ X, eigvals_only=True)[0]


m_iso = 3 / (2 / m_trans + 1 / m_long)
rydberg = const.value("Rydberg constant times hc in eV") * m_iso / eps_si**2
assert abs(binding(m_iso, m_iso, False) - rydberg) < 1e-4
step = 0.01
rr = step * np.arange(1, 6001)
radial = eigh_tridiagonal(2 * kin / m_iso / step**2 - phi(rr),
                          -kin / m_iso / step**2 * np.ones(len(rr) - 1),
                          eigvals_only=True, select="i", select_range=(0, 0))[0]
assert abs(binding(m_iso, m_iso, True) + radial) < 1e-4
bind_smeared = binding(m_trans, m_long, True)
bind_bare = binding(m_trans, m_long, False)
assert abs(binding(m_trans, m_long, True, 8) - bind_smeared) < 2e-4
assert bind_smeared < bind_bare

# Mobile-electron screening
n_nm3 = n_cm3 * 1e-21
kappa = np.sqrt(4 * np.pi * C * n_nm3 / Vt)
linear_formula = C * (root2pi / sigma - kappa * np.exp((kappa * sigma)**2 / 2)
                      * erfc(kappa * sigma / np.sqrt(2)))


def poisson_boltzmann(iterations):
    """Newton solution for u = r phi; the first iterate is linear screening."""
    h = 0.005
    r = h * np.arange(1, 12000)
    u = np.zeros_like(r)
    for _ in range(iterations):
        boltz = np.exp(u / (r * Vt))
        lap = -2 * u
        lap[1:] += u[:-1]
        lap[:-1] += u[1:]
        residual = (lap / h**2 + 4 * np.pi * C * r * gaussian(r)
                    - kappa**2 * Vt * r * (boltz - 1))
        bands = np.ones((3, len(r))) / h**2
        bands[1] = -2 / h**2 - kappa**2 * boltz
        change = solve_banded((1, 1), bands, -residual)
        u = u + change
    charge = np.sum(4 * np.pi * r**2 * n_nm3 * np.expm1(u / (r * Vt))) * h
    return u[0] / r[0], charge, np.max(np.abs(change))


linear_numeric = poisson_boltzmann(1)[0]
assert abs(linear_numeric - linear_formula) < 1e-5
nonlinear, screening_charge, last_change = poisson_boltzmann(25)
assert last_change < 1e-9
assert abs(screening_charge - 1) < 1e-3
assert nonlinear < linear_formula < phi0
m_dos = (m_long * m_trans**2)**(1 / 3)
Nc = 12 * (m_dos * const.m_e * const.k * temperature
           / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
n_centre = n_cm3 * np.exp(nonlinear / Vt)


# Grounded gate behind the oxide: boundary conditions against image charges
def reflection(k):
    matrix = [[1, -np.sinh(k * oxide_t)],
              [-eps_si, -eps_ox * np.cosh(k * oxide_t)]]
    return np.linalg.solve(matrix, [-1, -eps_si])[0]


ks, wk = legendre(0, 20 / depth_d, 120)
gate_shift = C * sum(w * reflection(k) * np.exp(-2 * k * depth_d)
                     for k, w in zip(ks, wk))
contrast = (eps_si - eps_ox) / (eps_si + eps_ox)
orders = np.arange(1, 80)
image_sum = C * (contrast / (2 * depth_d) - (1 - contrast**2) * np.sum(
    contrast**(orders - 1) / (2 * depth_d + 2 * orders * oxide_t)))
assert abs(gate_shift - image_sum) < 1e-8
tail = 0.5 * erfc(depth_d / (np.sqrt(2) * sigma))
assert tail < 1e-5

# Wavevector-dependent permittivity, simple interpolation
kF = (3 * np.pi**2 * 32 / lattice**3)**(1 / 3)
bohr = const.value("Bohr radius") * 1e9
qTF2 = 4 * kF / (np.pi * bohr)


def eps_q(q):
    return 1 + 1 / (1 / (eps_si - 1) + q**2 / qTF2)


phi0_q = 2 * C * eps_si / np.pi * quad(
    lambda q: np.exp(-(q * sigma)**2 / 2) / eps_q(q), 0, 12 / sigma)[0]
first_order = phi0 * (eps_si - 1)**2 / (eps_si * qTF2 * sigma**2)
assert abs((phi0_q - phi0) / first_order - 1) < 0.02

rms_depth = C * root2pi / (sigma / np.sqrt(3))

print(f"Si, SiO2 relative permittivity: {eps_si}, {eps_ox}")
print(f"sigma per axis: {sigma:.1f} nm; temperature: {temperature:.0f} K")
print(f"Coulomb constant C: {C:.5f} V nm")
print(f"sqrt(2/pi): {root2pi:.5f}")
print(f"central well depth: {phi0*1e3:.2f} meV = {phi0*e:.3e} J")
print(f"depth if rms radius were 1 nm: {rms_depth*1e3:.1f} meV")
print("r (nm) | smeared depth (meV) | bare depth (meV) | Q(r)")
for r in (0.5, 1.0, 2.0, 3.0, 5.0):
    print(f"{r:.1f} | {phi(r)*1e3:.2f} | {C/r*1e3:.2f} | {enclosed(r):.4f}")
print(f"relative deficit at 3 nm: {erfc(3/(np.sqrt(2)*sigma)):.5f}")
print(f"thermal energy kT: {Vt*1e3:.2f} meV; depth/kT: {phi0/Vt:.2f}")
print(f"central Boltzmann factor, unscreened: {np.exp(phi0/Vt):.1f}")
print(f"peak field: {field_peak*10:.3f} MV/cm at r = {r_peak:.3f} nm")
print(f"peak-field root y: {y_peak:.4f}")
print(f"band gap input: {gap:.2f} eV; depth/gap: {phi0/gap:.3f}")
print(f"masses long., trans.: {m_long}, {m_trans} electron masses")
print(f"isotropic test mass: {m_iso:.4f} electron masses")
print(f"isotropic bare Rydberg: {rydberg*1e3:.2f} meV")
print(f"isotropic smeared binding: {-radial*1e3:.2f} meV")
print(f"anisotropic bare binding: {bind_bare*1e3:.1f} meV")
print(f"anisotropic smeared binding: {bind_smeared*1e3:.1f} meV")
print(f"ground state above well bottom: {(phi0-bind_smeared)*1e3:.1f} meV")
print(f"on-state electron density: {n_cm3:.1e} cm^-3")
print(f"Debye length: {1/kappa:.2f} nm")
print(f"depth, linear screening: {linear_formula*1e3:.1f} meV")
print(f"depth, nonlinear screening: {nonlinear*1e3:.1f} meV")
print(f"central electron density: {n_centre:.2e} cm^-3")
print(f"effective density of states: {Nc:.2e} cm^-3")
print(f"central density / density of states: {n_centre/Nc:.2f}")
print(f"donor depth: {depth_d:.1f} nm; oxide thickness: {oxide_t:.1f} nm")
print(f"dielectric contrast: {contrast:.3f}")
print(f"change of well depth by gate stack: {gate_shift*1e3:.2f} meV")
print(f"Gaussian tail beyond interface: {tail:.1e}")
print(f"lattice constant input: {lattice:.3f} nm")
print(f"Thomas-Fermi q squared: {qTF2:.0f} nm^-2")
print(f"change of depth by eps(q): {(phi0_q-phi0)*1e3:.2f} meV")
print("all tests passed")
```

Output:

```
Si, SiO2 relative permittivity: 11.7, 3.9
sigma per axis: 1.0 nm; temperature: 300 K
Coulomb constant C: 0.12307 V nm
sqrt(2/pi): 0.79788
central well depth: 98.20 meV = 1.573e-20 J
depth if rms radius were 1 nm: 170.1 meV
r (nm) | smeared depth (meV) | bare depth (meV) | Q(r)
0.5 | 94.26 | 246.15 | 0.0309
1.0 | 84.02 | 123.07 | 0.1987
2.0 | 58.74 | 61.54 | 0.7385
3.0 | 40.91 | 41.02 | 0.9707
5.0 | 24.61 | 24.61 | 1.0000
relative deficit at 3 nm: 0.00270
thermal energy kT: 25.85 meV; depth/kT: 3.80
central Boltzmann factor, unscreened: 44.6
peak field: 0.263 MV/cm at r = 1.369 nm
peak-field root y: 0.9679
band gap input: 1.12 eV; depth/gap: 0.088
masses long., trans.: 0.916, 0.19 electron masses
isotropic test mass: 0.2582 electron masses
isotropic bare Rydberg: 25.66 meV
isotropic smeared binding: 20.32 meV
anisotropic bare binding: 29.6 meV
anisotropic smeared binding: 22.3 meV
ground state above well bottom: 75.9 meV
on-state electron density: 1.0e+18 cm^-3
Debye length: 4.09 nm
depth, linear screening: 73.2 meV
depth, nonlinear screening: 63.6 meV
central electron density: 1.17e+19 cm^-3
effective density of states: 2.74e+19 cm^-3
central density / density of states: 0.43
donor depth: 5.0 nm; oxide thickness: 1.0 nm
dielectric contrast: 0.500
change of well depth by gate stack: -7.45 meV
Gaussian tail beyond interface: 2.9e-07
lattice constant input: 0.543 nm
Thomas-Fermi q squared: 435 nm^-2
change of depth by eps(q): 2.19 meV
all tests passed
```
